# Coupled plasmon and longitudinal optical phonon modes in doped polar semiconductors, part 2

A doped cubic polar semiconductor has one infrared-active optical lattice vibration and \(n\) free electrons per volume in an isotropic parabolic band of mass \(m\). Both motions feel the same longitudinal field \(E\), and we follow their joint modes \(\omega_\pm\) as the density changes, at wavevector \(q\to0\) unless stated otherwise.

Hartree atomic units are used with Gaussian field equations. The electron charge is \(-1\), waves vary as \(\exp(i\mathbf q\cdot\mathbf r-i\omega t)\), \(\phi\) is the electric potential, and 1 mHa is \(10^{-3}\) hartree.

The lattice has transverse frequency \(\omega_T\), clamped-ion and static dielectric constants \(\epsilon_\infty\) and \(\epsilon_0>\epsilon_\infty\), and, without carriers, longitudinal frequency \(\omega_L\). With \(\omega_p\) the plasma frequency for fixed ions,
\[
\omega_L^2=\omega_T^2\,\frac{\epsilon_0}{\epsilon_\infty},\qquad
\omega_p^2=\frac{4\pi n}{m\epsilon_\infty}.
\]

The mean electron displacement \(s\) obeys \(m\ddot s=-E\) without damping. The scaled displacements \(w\) of the ions and \(v=-(nm)^{1/2}s\) of the electrons have kinetic energy densities \(\dot w^2/2\) and \(\dot v^2/2\). From part (d), with \(\lambda=\omega^2\),
\[
\begin{pmatrix}\omega_L^2&g\\ g&\omega_p^2\end{pmatrix}
\begin{pmatrix}w\\v\end{pmatrix}=\lambda\begin{pmatrix}w\\v\end{pmatrix},
\qquad g=\omega_p\sqrt{\omega_L^2-\omega_T^2}.
\]
The determinant condition is
\[
(\omega_L^2-\lambda)(\omega_p^2-\lambda)-\omega_p^2(\omega_L^2-\omega_T^2)=0 ,
\]
which expands to the quadratic
\[
\lambda^2-(\omega_L^2+\omega_p^2)\lambda+\omega_p^2\omega_T^2=0 .
\]
Its roots are \(\omega_\pm^2\). For any \(n>0\), \(\omega_-\) lies below all of \(\omega_T\), \(\omega_L\) and \(\omega_p\), and \(\omega_+\) lies above all three.

The example uses model parameters that belong to no particular material: \(\omega_T=1.2\) mHa, \(\omega_L=1.32\) mHa, \(\epsilon_\infty=10\), \(\epsilon_0=12.1\) and \(m=0.1\).

### (f) The gap between the branches

**Question.** At what density do the uncoupled frequencies \(\omega_L\) and \(\omega_p\) meet, and what are the true frequencies there? At what density is \(\omega_+-\omega_-\) smallest, and how small is it?

**Solution.** Setting \(\omega_p=\omega_L\) gives the density
\[
n_c=\frac{m\epsilon_\infty\omega_L^2}{4\pi}.
\]
In the example this is \(0.1\times10\times(1.32\times10^{-3})^2/(4\pi)=1.387\times10^{-7}\) bohr\(^{-3}\), or \(9.36\times10^{17}\) cm\(^{-3}\). The diagonal elements are then equal, and the eigenvalues are \(\omega_L^2\pm g\) with \(g=\omega_L(\omega_L^2-\omega_T^2)^{1/2}=0.7259\) mHa². Thus
\[
\omega_\pm^2=(1.7424\pm0.7259)\ {\rm mHa}^2 ,
\]
so \(\omega_-=1.008\) mHa (27.4 meV) and \(\omega_+=1.571\) mHa (42.8 meV).

For the gap at a general density, read the sum and the product of the roots from the quadratic:
\[
\omega_+^2+\omega_-^2=\omega_L^2+\omega_p^2,\qquad \omega_+\omega_-=\omega_p\omega_T .
\]
The second relation uses the positive square root, since all frequencies are positive. Therefore
\[
(\omega_+-\omega_-)^2=\omega_L^2+\omega_p^2-2\omega_p\omega_T
=(\omega_p-\omega_T)^2+\omega_L^2-\omega_T^2 .
\]
The first term is never negative and vanishes at \(\omega_p=\omega_T\). The smallest gap is
\[
(\omega_+-\omega_-)_{\min}=\sqrt{\omega_L^2-\omega_T^2},
\]
which is positive because \(\epsilon_0>\epsilon_\infty\). The branches approach but do not cross. In the example the smallest gap is \((1.7424-1.4400)^{1/2}=0.550\) mHa, or 15.0 meV. Since \(n\propto\omega_p^2\), it occurs at
\[
\frac{n}{n_c}=\frac{\omega_T^2}{\omega_L^2}=\frac{\epsilon_\infty}{\epsilon_0}=0.826 .
\]
At \(n_c\) itself the gap is slightly larger:
\[
(\omega_+-\omega_-)^2\big|_{\omega_p=\omega_L}=2\omega_L(\omega_L-\omega_T),
\]
giving \((2\times1.32\times0.12)^{1/2}=0.563\) mHa, or 15.3 meV.

Two effects separate the densities, and they act in opposite directions. The element \(g\) grows with \(\omega_p\), which favours a lower density: the splitting of the squared frequencies, \((\omega_+^2-\omega_-^2)^2=(\omega_L^2-\omega_p^2)^2+4\omega_p^2(\omega_L^2-\omega_T^2)\), is smallest in the example at \(\omega_p^2=2\omega_T^2-\omega_L^2\), or \(0.653\,n_c\). The gap is this splitting divided by \(\omega_++\omega_-\), which rises with density and moves the minimum part of the way back, to \(0.826\,n_c\). "The position of the avoided crossing" needs a definition whenever \(\omega_L\) and \(\omega_T\) are well separated.

### (g) The character of each mode

**Question.** What share of the kinetic energy of each mode belongs to the electrons? Where are the modes mixed in equal parts?

**Solution.** Both displacements oscillate at the same frequency, so the electronic share is \(C=v^2/(w^2+v^2)\), formed with the amplitudes. The first row of the eigenproblem gives \(v/w=(\lambda-\omega_L^2)/g\), and hence
\[
C=\frac{(\lambda-\omega_L^2)^2}{g^2+(\lambda-\omega_L^2)^2}.
\]
The determinant condition is \(g^2=(\lambda-\omega_L^2)(\lambda-\omega_p^2)\). For \(n>0\) neither root equals \(\omega_L^2\), so one factor \(\lambda-\omega_L^2\) can be cancelled:
\[
C=\frac{\lambda-\omega_L^2}{2\lambda-\omega_L^2-\omega_p^2}.
\]
Because \(\omega_L^2+\omega_p^2=\omega_+^2+\omega_-^2\), the denominator is \(\omega_+^2-\omega_-^2\) for the upper root and the negative of this for the lower. The shares are
\[
C_+=\frac{\omega_+^2-\omega_L^2}{\omega_+^2-\omega_-^2},\qquad
C_-=\frac{\omega_L^2-\omega_-^2}{\omega_+^2-\omega_-^2},\qquad C_++C_-=1 .
\]
Inserting \(\omega_-^2=\tfrac12[\omega_L^2+\omega_p^2-(\omega_+^2-\omega_-^2)]\) in the numerator of \(C_-\) gives a more transparent form:
\[
C_-=\frac12\left[1+\frac{\omega_L^2-\omega_p^2}{\omega_+^2-\omega_-^2}\right].
\]
Equal mixing requires \(\omega_p=\omega_L\), and so it occurs at \(n_c\) and at no other density.

At the smallest gap \(\omega_p=\omega_T\), and the lower mode is still mainly electronic. There \((\omega_++\omega_-)^2=\omega_L^2+\omega_p^2+2\omega_p\omega_T=6.062\) mHa², so
\[
\omega_+^2-\omega_-^2=0.5499\times2.462=1.354\ {\rm mHa}^2 .
\]
The share is \(C_-=\tfrac12(1+0.3024/1.354)=0.612\).

Away from the crossing the branches exchange character. At \(n=0.25\,n_c\) the lower mode has \(C_-=0.94\), and at \(4n_c\) it has \(C_-=0.06\). A branch followed continuously with density thus begins as a plasmon and ends as a lattice vibration, or the reverse.

### (h) Low and high density

**Question.** Find the limiting frequencies for \(\omega_p\ll\omega_L\) and \(\omega_p\gg\omega_L\), and explain which charges screen which motion.

**Solution.** At low density the sum of the roots tends to \(\omega_L^2\) and their product to zero, so \(\omega_+\to\omega_L\). The product then gives
\[
\omega_-^2=\frac{\omega_p^2\omega_T^2}{\omega_+^2}\to\omega_p^2\frac{\omega_T^2}{\omega_L^2}
=\frac{4\pi n}{m\epsilon_\infty}\,\frac{\epsilon_\infty}{\epsilon_0}=\frac{4\pi n}{m\epsilon_0}.
\]
The slow plasmon is screened by the static dielectric constant, because the ions have time to follow its field. At \(n=0.01\,n_c\), where \(\omega_p=0.132\) mHa, this limit gives \(0.132/1.1=0.120\) mHa, in agreement with the full result to the digits shown.

At high density \(\omega_-^2\) stays below \(\omega_T^2\). The sum then requires \(\omega_+^2/\omega_p^2\to1\), and the product gives
\[
\omega_-^2=\omega_T^2\,\frac{\omega_p^2}{\omega_+^2}\to\omega_T^2 .
\]
The fast plasmon is screened by \(\epsilon_\infty\) alone, since the ions cannot follow it. In the slow mode the electrons cancel the field of the ions, and with it the stiffening that separated \(\omega_L\) from \(\omega_T\).

The approach to the limits follows from the same relations. At low density, inserting the limiting \(\omega_-^2\) in the sum gives
\[
\omega_+^2\simeq\omega_L^2+\omega_p^2\left(1-\frac{\omega_T^2}{\omega_L^2}\right).
\]
At \(n=10^{-4}n_c\) the relative correction to \(\omega_+\) is \(\tfrac12\times10^{-4}\times0.174=9\times10^{-6}\). The fixed product gives \(\omega_-\) the opposite relative correction. At high density \(\omega_+^2\simeq\omega_p^2+\omega_L^2-\omega_T^2\), and \(n=10^4n_c\) gives corrections of the same size. These are the deviations from unity in the numerical output below.

The low-density law assumes that the carriers remain free instead of binding to donors. With the donor radius \(a^*=\epsilon_0/m=121\) bohr, the example has \(n^{1/3}a^*=0.63\) at \(n_c\) but \(0.135\) at \(0.01\,n_c\), below the Mott value of about \(0.26\). At such doping the carriers would freeze out at low temperature. At \(10^4n_c\), about \(9\times10^{21}\) cm\(^{-3}\), the parabolic band would give a Fermi energy of 16 eV, far beyond where a single band mass holds. The extreme densities illustrate the formulas and are not realistic dopings. Both limits also take \(q\to0\) before the density is changed, as the next part shows.

### (i) How long is a long wavelength?

**Question.** Using the zero-temperature random-phase response of the electrons, find the leading change of \(\omega_\pm\) at small \(q\), and state when the long-wavelength result fails.

**Solution.** In the random-phase approximation the electrons respond as independent particles to the total potential energy \(U\exp(i\mathbf q\cdot\mathbf r-i\omega t)\). Let \(f_k\) be the Fermi occupation and \(\varepsilon_k=k^2/2m\). The density matrix obeys \(i\dot\rho=[H,\rho]\), and its linear part between states \(\mathbf k+\mathbf q\) and \(\mathbf k\) satisfies
\[
\omega\rho_{k+q,k}=\Delta_k\,\rho_{k+q,k}+U(f_k-f_{k+q}),\qquad
\Delta_k=\varepsilon_{k+q}-\varepsilon_k=\frac{\mathbf k\cdot\mathbf q+q^2/2}{m}.
\]
Solving for \(\rho_{k+q,k}\) and summing over states, with a factor 2 for spin, gives the density change \(\chi_0U\) with
\[
\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_k-f_{k+q}}{\omega-\Delta_k}.
\]
In the term with \(f_{k+q}\) replace \(\mathbf k\) by \(-\mathbf k-\mathbf q\). This turns \(f_{k+q}\) into \(f_k\) and \(\Delta_k\) into \(-\Delta_k\), so
\[
\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}f_k\,\frac{2\Delta_k}{\omega^2-\Delta_k^2}
=n\left[\frac{2\langle\Delta\rangle}{\omega^2}+\frac{2\langle\Delta^3\rangle}{\omega^4}+\dots\right],
\]
where \(\langle\cdot\rangle\) is the average over the Fermi sphere. Odd powers of \(\mathbf k\cdot\mathbf q\) average to zero, so \(\langle\Delta\rangle=q^2/2m\). With \(\langle k^2\rangle=\tfrac35k_F^2\) and \(v_F=k_F/m\),
\[
\left\langle\frac{(\mathbf k\cdot\mathbf q)^2}{m^2}\right\rangle=\frac{q^2v_F^2}{5},\qquad
\langle\Delta^3\rangle=3\,\frac{q^2v_F^2}{5}\,\frac{q^2}{2m}+O(q^6).
\]
Consequently
\[
\chi_0=\frac{nq^2}{m\omega^2}\left[1+\frac{3}{5}\frac{q^2v_F^2}{\omega^2}+O(q^4)\right].
\]

An electron has \(U=-\phi\), and the induced charge density is \(-\chi_0U=\chi_0\phi\). Poisson's equation \(q^2\epsilon_{\rm lat}\phi=4\pi\chi_0\phi\) gives the mode condition \(\epsilon_{\rm lat}-4\pi\chi_0/q^2=0\), where \(\epsilon_{\rm lat}=\epsilon_\infty(\omega_L^2-\omega^2)/(\omega_T^2-\omega^2)\). To the order kept, \(\omega^{-2}(1+\beta q^2/\omega^2)=(\omega^2-\beta q^2)^{-1}\) with \(\beta=\tfrac35v_F^2\). The condition becomes
\[
(\omega_L^2-\lambda)(\lambda-\beta q^2)=\omega_p^2(\omega_T^2-\lambda).
\]
This is the determinant condition of the original matrix with \(\omega_p^2\) replaced by \(\omega_p^2+\beta q^2\) on the diagonal and \(g\) unchanged.

Let \(x\) be the unperturbed eigenvector and \(\delta M\) a small addition to the symmetric matrix. Multiplying the perturbed equation from the left by \(x^T\) gives \(\delta\lambda=x^T\delta M\,x/(x^Tx)\) to first order. Here that is \(\delta\lambda=C_\pm\beta q^2\). Since \(\delta\lambda=2\omega\,\delta\omega\),
\[
\delta\omega_\pm=\frac{3}{10}\,C_\pm\,\frac{q^2v_F^2}{\omega_\pm}.
\]
The stress of the compressed electron gas raises the squared frequency of each mode in proportion to its electronic share. This is not the equilibrium Fermi pressure, which would give \(m^{-1}dP/dn=v_F^2/3\). Without collisions the wave compresses the gas along \(\mathbf q\) only, so the stress \(nm\langle v_x^2\rangle=nmv_F^2/5\) scales as \(n^3\), and its derivative gives \(\tfrac35v_F^2\).

At \(n_c\) the example has \(v_F=0.160\). For \(q=3.20\times10^{-4}\) bohr\(^{-1}\), \(qv_F=0.0513\) mHa, and the lower mode shifts by \(0.3\times0.5\times0.0513^2/1.008=3.9\times10^{-4}\) mHa. The root of the full random-phase dielectric function has the same shift to this accuracy.

The expansion of \(\chi_0\) needs both \(qv_F\) and \(q^2/2m\) to be much smaller than \(\omega_-\). The first-order shift further needs \(\beta q^2\ll\omega_+^2-\omega_-^2\), which is the stricter condition near the crossing of a weakly polar crystal; otherwise the modified determinant condition must be solved directly. For \(q<2k_F\), when \(\omega\) falls below \(qv_F+q^2/2m\), some \(\Delta_k\) can equal \(\omega\), and a mode can decay into single-electron excitations. At low density \(\omega_-\propto n^{1/2}\) while \(v_F\propto n^{1/3}\), so \(qv_F/\omega_-\propto n^{-1/6}\) grows as \(n\) falls at fixed \(q\). At high density \(\omega_-\to\omega_T\), so the ratio grows as \(n^{1/3}\) as \(n\) rises; for the \(q\) used above it is 0.05 at \(n_c\) and 0.20 at \(100\,n_c\). The coefficient \(\tfrac35\) belongs to the random-phase approximation at zero temperature. At finite temperature the same steps give \(\beta=\langle v^2\rangle\) over the Fermi distribution. At \(n_c\) the example has a Fermi energy of 35 meV, so at 300 K the gas is only partly degenerate and \(\beta\) is about 2.2 times its zero-temperature value. The \(q\) dependence of the lattice parameters has been neglected.

This limit matters for transport. An electron of speed \(v\) that emits a quantum \(\omega\) and loses momentum \(\mathbf q\) satisfies \(\omega\le qv-q^2/2m<qv\). Where \(qv_F\ll\omega\), emission requires \(v\gg v_F\). If \(v\) is only comparable with \(v_F\), the same inequality shows that \(qv_F\) is not small compared with \(\omega\), and the expansion above does not apply.

### (j) Weak damping of the electrons

**Question.** Suppose collisions relax the electron momentum at rate \(\Gamma\), so that \(m(\ddot s+\Gamma\dot s)=-E\). How fast do the modes decay, and when is the avoided crossing resolved?

**Solution.** For the time factor \(\exp(-i\omega t)\), the combination \(\ddot v+\Gamma\dot v\) becomes \(-(\omega^2+i\Gamma\omega)v\). Moving the damping term to the matrix side adds \(-i\Gamma\omega\) to the electronic diagonal element. The first-order formula of part (i) gives \(2\omega\,\delta\omega=-i\Gamma\omega C_\pm\), hence
\[
\delta\omega_\pm=-\tfrac{i}{2}\Gamma C_\pm .
\]
Amplitudes decay at the rate \(\Gamma C_\pm/2\) and energies at \(\Gamma C_\pm\). This requires \(\Gamma\) to be small compared with both \(\omega_-\) and the gap. The two modes are then resolved, because their widths \(\Gamma C_\pm\) are much smaller than their separation.

In the example \(\Gamma=0.05\) mHa, a value chosen to lie in the weak-damping range. It corresponds to a mobility near 8500 cm²/Vs, which is high for this doping: a static Born estimate of scattering by \(n_c\) screened donors gives a rate about three times larger. At \(n_c\) both amplitude rates are \(0.05\times0.5/2=0.0125\) mHa, and the widths of 0.025 mHa are small beside the gap of 0.563 mHa. The complex roots of the damped equation reproduce these rates with relative deviations below \(10^{-3}\). The first-order result loses accuracy as \(\Gamma\) grows. At \(n_c\) the exact rates differ from the first-order rate by about 6% of the latter when \(\Gamma\) equals the gap, and by about 50% of it at \(\Gamma=1.2\) mHa, so for strong damping the complex roots must be found directly. Damping of the lattice vibration itself, which has been omitted, would add a width in proportion to the ionic share \(1-C_\pm\), by the same first-order argument.

## Numbers as computed

```
MODEL INPUT
omega_T = 1.2000 mHa
eps_inf = 10.0, eps_0 = 12.1 (dimensionless)
band mass = 0.10 electron masses
omega_L from formula = 1.3200 mHa
omega_L from grid, no carriers = 1.3200 mHa
UNCOUPLED FREQUENCIES MEET (omega_p = omega_L)
density = 1.3866e-07 bohr^-3
density = 9.357e+17 cm^-3
off-diagonal element = 0.7259 mHa^2
omega_minus = 1.0082 mHa = 27.44 meV
omega_plus = 1.5711 mHa = 42.75 meV
gap = 0.5628 mHa = 15.32 meV
electronic shares: lower 0.5000, upper 0.5000
SMALLEST GAP (numerical search)
density = 1.1459e-07 bohr^-3
omega_p there = 1.2000 mHa
gap = 0.5499 mHa = 14.96 meV
electronic shares: lower 0.6117, upper 0.3883
BRANCHES: n/n_cross, then omega_p, omega_minus, omega_plus, gap in mHa,
          then electronic share of lower mode
  0.01   0.1320   0.1199   1.3212   1.2013   0.9982
  0.25   0.6600   0.5844   1.3552   0.7707   0.9371
  0.50   0.9334   0.7960   1.4071   0.6111   0.8235
  1.00   1.3200   1.0082   1.5711   0.5628   0.5000
  2.00   1.8668   1.1257   1.9900   0.8643   0.1765
  4.00   2.6400   1.1689   2.7103   1.5414   0.0629
 25.00   6.6000   1.1957   6.6236   5.4279   0.0074
LIMITS: ratio of grid frequency to limiting law
n/n_cross = 1e-4: lower 0.999991, upper 1.000009
n/n_cross = 1e+4: lower 0.999991, upper 1.000009
FINITE WAVEVECTOR at n_cross
k_F = 0.01601 bohr^-1, v_F = 0.1601 atomic units
q = 0.02 k_F = 3.2025e-04 bohr^-1
q v_F / omega_minus = 0.0509
lower shift: full response 0.3911 uHa, leading law 0.3912 uHa
upper shift: full response 0.2512 uHa, leading law 0.2511 uHa
WEAK DAMPING at n_cross
Gamma = 0.0500 mHa
lower amplitude decay: root 12.5054 uHa, leading law 12.5000 uHa
upper amplitude decay: root 12.4946 uHa, leading law 12.5000 uHa
```
